Charges in triiodide from a three-orbital Hückel model

**Problem**

Iodine dissolves in iodide solution largely because it forms the triiodide ion, I₂ + I⁻ ⇌ I₃⁻. Treat this ion as linear and symmetric. Each iodine atom contributes one 5p orbital directed along the molecular axis, and these three orbitals form the sigma system. All other valence orbitals are taken as filled lone pairs that do not take part in bonding.

The three axial orbitals φ₁, φ₂, φ₃ (terminal, centre, terminal) are orthonormal and have the same site energy α. Neighbours are coupled by β < 0, and the terminals are not coupled to each other.

(a) Count the sigma electrons, and find the energies and normalized orbitals.

(b) Find the charge on each atom and the bond order of each link. Where does the electron go that turns neutral I₃ into I₃⁻? What happens when I₃⁻ accepts two more electrons?

(c) Which of the assumptions does the charge on the central atom depend on? Consider neighbour overlap, unequal links, a different central site energy, and coupling between the terminals.

(d) Let the surroundings raise the site energy of one terminal by Δ/2 and lower that of the other by Δ/2. Find the charge moved, to first order in Δ.

(e) Estimate the size of the neglected effects for a free ion with both bonds 2.9 Å long, and compare the model with a density-functional calculation.

**Solution**

**(a) Electron count, levels and orbitals**

A neutral iodine atom has seven valence electrons, 5s²5p⁵. Six of them fill the 5s orbital and the two 5p orbitals perpendicular to the axis. One is left for the axial orbital. Three atoms therefore supply three sigma electrons, and the negative charge of the ion supplies a fourth.

The same count fixes the reference for the charges. An atom with one sigma electron is neutral, so an atom with n_i sigma electrons has the charge, in units of e,

q_i = 1 − n_i.

The sign of β needs a choice of orbital phases. If all three p orbitals point the same way, the positive lobe of one faces the negative lobe of the next, and the neighbour overlap is negative. Reversing the central orbital makes both neighbour overlaps positive, which goes with β < 0. The reversal changes the sign of one coefficient in each orbital, and no population, since populations contain squares of coefficients.

Write a molecular orbital as ψ = c₁φ₁ + c₂φ₂ + c₃φ₃. Projecting Hψ = Eψ on each site gives

(α − E)c₁ + βc₂ = 0,
βc₁ + (α − E)c₂ + βc₃ = 0,
βc₂ + (α − E)c₃ = 0.

Divide by β and set x = (E − α)/β:

−x c₁ + c₂ = 0,
c₁ − x c₂ + c₃ = 0,
c₂ − x c₃ = 0.

A nonzero solution requires the determinant to vanish. Expanding along the first row,

−x(x² − 1) − 1·(−x) = −x³ + 2x = −x(x² − 2) = 0.

Hence x = √2, 0, −√2. Since β is negative, the energies in rising order are

E₁ = α + √2 β, E₂ = α, E₃ = α − √2 β.

For x = √2 the first equation gives c₂ = √2 c₁, and the third gives c₃ = c₂/√2 = c₁. The sum of squares is c₁²(1 + 2 + 1) = 4c₁², so c₁ = 1/2. For x = 0 the first equation gives c₂ = 0 and the second gives c₃ = −c₁, so c₁ = 1/√2. The case x = −√2 follows from the first with the sign of c₂ reversed. Thus

ψ₁ = (φ₁ + √2 φ₂ + φ₃)/2, bonding,
ψ₂ = (φ₁ − φ₃)/√2, nonbonding,
ψ₃ = (φ₁ − √2 φ₂ + φ₃)/2, antibonding.

**(b) Charges, bond order and added electrons**

Four electrons fill ψ₁ and ψ₂ with two each. The population of a site is the sum of the squared coefficients, each multiplied by the number of electrons in the orbital:

n₁ = n₃ = 2·(1/4) + 2·(1/2) = 3/2,
n₂ = 2·(1/2) + 2·0 = 1.

The charges are therefore

q₁ = q₃ = 1 − 3/2 = −1/2, q₂ = 1 − 1 = 0.

They add up to −1, as they must.

The bond order of a link is the corresponding sum of coefficient products:

p₁₂ = 2·(1/2)(1/√2) + 2·(1/√2)·0 = 1/√2 ≈ 0.71.

By symmetry p₂₃ is the same. A two-orbital bond with two electrons has bond order 1 in this measure, so each link is weaker than a full single bond.

The neutral three-electron system shows where the charge comes from. It has two electrons in ψ₁ and one in ψ₂:

n₁ = n₃ = 2·(1/4) + 1/2 = 1, n₂ = 2·(1/2) = 1.

Every atom is neutral. The next electron enters ψ₂, which has no amplitude on the central atom and probability 1/2 on each terminal. In the model, with the orbitals held fixed, the ionic charge is the charge of this one electron.

Reduction by two more electrons, I₃⁻ + 2e⁻ → 3I⁻, fills ψ₃ as well. Each site then has n_i = 2 and q_i = −1. The contribution of ψ₃ to each bond order is 2·(1/2)(−1/√2) = −1/√2, which cancels that of ψ₁. No sigma bond remains, and the model gives three separate iodide ions.

**(c) What the neutral centre depends on**

*Neighbour overlap.* Let neighbouring orbitals have overlap s. Let A be the matrix with 1 for each neighbouring pair and 0 elsewhere. Then H = α1 + βA and the overlap matrix is S = 1 + sA. Both are built from A, so an eigenvector v of A with eigenvalue λ solves Hc = ESc, with

E = (α + βλ)/(1 + sλ), c = v/√(1 + sλ).

The second relation makes cᵀSc = 1. The Mulliken population of site i from two electrons in this orbital is

2c_i(Sc)_i = 2v_i²(1 + sλ)/(1 + sλ) = 2v_i².

This is the result without overlap. The same two orbitals are occupied as long as √2 s < 1 and β − αs < 0, because E − α = λ(β − αs)/(1 + sλ). A numerical case with s = 0.2 gives the populations 1.5, 1.0 and 1.5.

*Unequal links.* Let the couplings be β₁₂ and β₂₃, with equal site energies, and define B = √(β₁₂² + β₂₃²). Direct substitution shows that the two lowest orbitals have the coefficients

(β₁₂, −B, β₂₃)/(√2 B), with E = α − B,
(β₂₃, 0, −β₁₂)/B, with E = α.

For the first orbital, for example, the central row gives β₁₂² + β₂₃² = B² = (−B)(−B). The populations are

n₂ = 2·(1/2) = 1,
n₁ = β₁₂²/B² + 2β₂₃²/B² = 1 + β₂₃²/B²,
n₃ = 1 + β₁₂²/B².

The centre stays neutral, while the terminal charges become −β₂₃²/B² and −β₁₂²/B². When β₂₃ → 0 they tend to 0 and −1, which describes a neutral I₂ molecule beside an iodide ion. The equal division of the charge thus needs equal links, but the neutral centre does not.

*Central site energy and terminal coupling.* Return to equal links. Let the central site energy lie h|β| below the terminal ones, and let the terminals be coupled by +κ|β|. The sign is physical. In the phases chosen here the two terminal p orbitals point the same way, so their overlap is negative and κ is expected to be positive.

The antisymmetric orbital ψ₂ still has no amplitude at the centre, and its energy is now α − κ|β|. The symmetric combination (φ₁ + φ₃)/√2 has energy α + κ|β| and is coupled to φ₂ by √2 β. The difference between these two diagonal energies is d|β|, with

d = h + κ.

Measure energies from their mean, in units of |β|. For coefficients u on the symmetric combination and v on the centre, the first row of the two-by-two problem reads

(d/2 − ε)u − √2 v = 0.

The eigenvalues satisfy ε² = d²/4 + 2, so ε = ±r/2 with r = √(d² + 8). For the lower one, ε = −r/2,

u/v = 2√2/(d + r).

With u² + v² = 1 and 8 = r² − d² = (r − d)(r + d), the weight on the centre is

v² = (d + r)²/[(d + r)² + 8] = (d + r)/[(d + r) + (r − d)] = (1 + d/r)/2.

Two electrons in this orbital give n₂ = 1 + d/r. The charges are

q₂ = −d/√(d² + 8), q₁ = q₃ = −1/2 + d/[2√(d² + 8)].

The occupied pair is as assumed if ψ₂ lies below the upper symmetric level, which requires r > h − 3κ. For κ ≥ 0 this always holds, since h − 3κ ≤ d < r.

The centre is neutral when d = 0. For small d its charge is about −d/√8 ≈ −0.35d. For large positive d the centre takes the whole ionic charge and the terminals become neutral. For large negative d, with κ ≥ 0 so that the occupied pair is as assumed, the charges tend to −1, +1, −1. With this occupation the neutral centre needs a balance between the site energies and the terminal coupling, h + κ = 0, and the number of electrons alone does not enforce it.

**(d) Unequal terminals**

Let the site energies be α + Δ/2, α, α − Δ/2, and call the change in the Hamiltonian W. Mixing between two filled orbitals does not change the total density to first order, so only mixing with the empty ψ₃ matters. The bonding orbital gives

⟨ψ₃|W|ψ₁⟩ = (Δ/2)(1/4 − 1/4) = 0.

For the nonbonding orbital,

⟨ψ₃|W|ψ₂⟩ = (Δ/2)[(1/2)(1/√2) − (1/2)(−1/√2)] = Δ/(2√2).

The energy denominator is E₂ − E₃ = −√2|β|, so

ψ₂′ = ψ₂ − [Δ/(4|β|)] ψ₃.

The coefficient on site 1 becomes 1/√2 − Δ/(8|β|). Its square, to first order, is 1/2 − Δ/(4√2|β|). Two electrons occupy the orbital, hence

n₁ = 3/2 − Δ/(2√2|β|), n₃ = 3/2 + Δ/(2√2|β|), n₂ = 1.

Electrons move from the higher site to the lower one, and the centre is unaffected at this order.

**(e) Numbers for the free ion**

*The coupling.* A PBE calculation with the LANL2DZ basis and core potential, at the fixed bond length of 2.9 Å, places the bonding, nonbonding and antibonding sigma levels at −5.306, −2.305 and 0.659 eV. The model separates the outer two by 2√2|β|, so an effective coupling is

|β| = (0.659 + 5.306)/(2√2) = 5.965/2.828 ≈ 2.11 eV.

These levels are not converged in the basis. Adding a d shell and diffuse s and p functions moves them to −5.36, −2.52 and 0.50 eV, and |β| to 2.07 eV. The coupling also depends on the method: Hartree–Fock orbital energies in LANL2DZ give |β| ≈ 4.4 eV. The estimates below use 2.11 eV.

*Charge feedback.* The Hückel model fixes the site energies, although the charges it produces alter them. In a classical mean-field estimate, an electron on site i is raised by U(n_i − 1) from its own site and by J_ij(n_j − 1) from each other site. At the Hückel populations the terminal level rises by U/2 + J₁₃/2, and the central level rises by J₁₂/2 from each side. The difference, terminal minus centre, is

D₀ = U/2 + J₁₃/2 − J₁₂.

The on-site term follows from atomic energies at the same level of theory, U = E(I⁺) + E(I⁻) − 2E(I) = 7.71 eV. With point charges, J₁₂ = 4.965 eV and J₁₃ = 2.483 eV, and

D₀ = 3.854 + 1.242 − 4.965 ≈ 0.13 eV.

Terms of several eV nearly cancel. The repulsion on a charged terminal almost matches the repulsion that the centre feels from both terminals. The small remainder is uncertain even in sign: the larger def2-TZVPD basis gives U = 7.25 eV, and with it D₀ ≈ −0.10 eV. The estimate below keeps the first value.

A positive D₀ draws electrons to the centre, which in turn reduces the difference. If the centre gains x electrons, each terminal holds (1 − x)/2 extra electrons, and collecting the terms gives

D = D₀ − Kx, K = 3U/2 + J₁₃/2 − 2J₁₂.

For small x, part (c) gives x ≈ D/(√8|β|). Solving for x,

x ≈ D₀/(√8|β| + K) = 0.130/(5.965 + 2.874) ≈ 0.015.

Full self-consistent diagonalization gives the charges −0.493, −0.015, −0.493.

Point charges are only one choice for the interaction. A smeared form, which weakens the repulsion at short range, replaces the distance R by √(R² + a²), with a chosen so that the interaction at R = 0 equals U. It gives J₁₂ = 4.174 eV, J₁₃ = 2.363 eV and D₀ ≈ 0.86 eV. The self-consistent charges are then −0.459, −0.083, −0.459. The mean-field estimate also leaves out exchange and correlation. An exact solution for the four electrons, with the same U, J₁₂, J₁₃ and β, gives the centre a charge of +0.086 for point charges and −0.022 for the smeared form. The sign of the small central charge is thus sensitive to the treatment of the interaction, but in all four cases the centre remains within 0.1 e of neutral.

*Other effects.* A trial terminal coupling κ = 0.1, with h = 0, gives q₂ = −0.1/√8.01 ≈ −0.035 and terminal charges of −0.482. A trial difference Δ = 0.2 eV between the terminals, without charge feedback, moves

0.2/(2√2 × 2.109) ≈ 0.034 electrons,

and direct diagonalization gives −0.466, −0.001, −0.533. Thermal excitation is negligible: the sigma gap √2|β| ≈ 2.98 eV is about 116 times kT at 298 K. In the PBE calculation the highest filled orbitals are lone pairs, which lie above the nonbonding sigma level, but the smallest orbital gap is still 2.19 eV (2.23 eV with the added d and diffuse functions), or about 85 times kT.

*Comparison with the calculated ion.* The PBE density, divided among the atoms by Löwdin's method, gives the charges −0.44, −0.12, −0.44. The division into two equally charged ends and a much less charged centre survives, but in PBE the centre is not neutral. Its charge depends on the method: Hartree–Fock in the same basis gives −0.506, +0.013, −0.506. It also depends on the basis and on the partition. With the added d and diffuse functions the Löwdin central charge is −0.17 in PBE and −0.05 in Hartree–Fock. Dividing the density in space by Becke's weights gives −0.21 in PBE in both bases, and −0.10 (LANL2DZ) or −0.12 (added functions) in Hartree–Fock. The axial p populations are 1.484, 1.146 and 1.484. They add up to 4.11 instead of 4, so the other valence orbitals have given up about 0.11 electrons and are not perfectly inert.

The nonbonding level lies 3.00 eV above the bonding level and 2.96 eV below the antibonding level. This nearly even spacing looks like the ideal model, but it depends on the basis (2.84 and 3.02 eV with the added d and diffuse functions), and it does not prove that d = 0. By part (c), the nonbonding level lies above the midpoint of the other two by

−κ − (κ − h)/2 = (h − 3κ)/2

in units of |β|. Even spacing therefore needs h = 3κ, which allows d = 4κ. The axial population 1.146 requires d ≈ 0.42, and together with the spacing this gives κ ≈ 0.10 and h ≈ 0.32. Two parameters have been fitted to two numbers here, so their agreement is no test of the extended model. The model also holds exactly four electrons, so it gives each terminal (4 − 1.146)/2 = 1.427 electrons, where PBE gives 1.484. Projecting the three PBE sigma orbitals on orthogonalized iodide 5p functions and re-orthonormalizing the projections gives much smaller values, κ ≈ 0.01 and h ≈ 0.06, while the Kohn–Sham matrix taken directly in those functions gives larger ones, κ ≈ 0.4 and h ≈ 0.65. The fitted pair should therefore not be read as properties of the ion. The fit does not establish the cause of the central charge.

*The ion in solution.* The length 2.9 Å is a rough typical value for triiodide. In a real solution, solvent molecules and positive ions surround the two ends unevenly, and this breaks the assumption of equal terminals. With the coupling found here and without charge feedback, each 0.1 eV of difference moves about 0.017 electrons from one end to the other, as long as Δ is small compared with |β| and the bond lengths stay fixed. Feedback reduces this. If y electrons move, the repulsions change the terminal difference from Δ to Δ − 2(U − J₁₃)y, so that y ≈ Δ/[2√2|β| + 2(U − J₁₃)]. With the point-charge values, 0.1 eV then moves 0.1/(5.965 + 10.450) ≈ 0.006 electrons in mean field; the exact four-electron solution of the same model gives 0.008. The value of Δ in a given solvent has not been calculated. The PBE comparison also omits solvent, spin-orbit coupling and diffuse basis functions, its functional is approximate, and another way of dividing the density would give somewhat different atomic charges. The values −1/2, 0, −1/2 are best read as the charge pattern of the ideal model, from which the free ion departs at the centre by 0.1 to 0.2 e in PBE and by 0.01 to 0.12 e in Hartree–Fock, over the two basis sets and the Löwdin and Becke partitions quoted above. The numerical output below lists the values used, apart from the def2-TZVPD, extended-basis, Becke, Hartree–Fock and exact four-electron results, the smallest orbital gap, and the fitted and projected values of κ and h.

Values computed for the example and the checks

```
Order of atoms: terminal, centre, terminal
Hueckel levels (E-alpha)/|beta|: -1.4142 0.0000 1.4142 (no unit)
Hueckel populations, 4 electrons: 1.500 1.000 1.500 electrons
Hueckel charges, 4 electrons: -0.500 0.000 -0.500 e
Hueckel populations, 3 electrons: 1.000 1.000 1.000 electrons
Bond order of each link: 0.7071 (no unit)
Mulliken populations, overlap 0.2: 1.500 1.000 1.500 electrons
Bond length, input: 2.9 angstrom
PBE Loewdin charges: -0.440 -0.121 -0.440 e
PBE axial p populations: 1.484 1.146 1.484 electrons
PBE bonding sigma level: -5.306 eV
PBE nonbonding sigma level: -2.305 eV
PBE antibonding sigma level: 0.659 eV
Nonbonding level above bonding: 3.002 eV
Antibonding level above nonbonding: 2.964 eV
Effective |beta|: 2.109 eV
Model sigma gap sqrt2 |beta|: 2.983 eV
On-site repulsion U: 7.708 eV
J12, point charges: 4.965 eV
J13, point charges: 2.483 eV
Terminal minus central level, point, at start: 0.130 eV
Self-consistent charges, point: -0.493 -0.015 -0.493 e
J12, smeared charges: 4.174 eV
J13, smeared charges: 2.363 eV
Terminal minus central level, smeared, at start: 0.861 eV
Self-consistent charges, smeared: -0.459 -0.083 -0.459 e
Trial kappa: 0.10 (no unit)
Charges with trial kappa: -0.482 -0.035 -0.482 e
Trial solvent difference Delta: 0.20 eV
Charges with Delta, first site higher: -0.466 -0.001 -0.533 e
Linear estimate of charge moved: 0.034 e
Temperature: 298.15 K
Thermal energy kT: 0.0257 eV
Sigma gap over kT: 116.1 (no unit)
```
